# Conductance loss peak of a continuum of interface states

## 1. Situation and model

A small alternating voltage on the gate of a metal–oxide–semiconductor capacitor moves the band bending at the semiconductor surface. Electronic states at the interface with the oxide fill and empty in response. Because capture and emission take time, their charge lags behind the voltage and energy is dissipated. For a fixed amplitude of the band bending, the energy lost per cycle is proportional to the conductance divided by the frequency. This loss is largest at some frequency, and that frequency and the height of the loss peak are used to find the capture time and the density of the states. The conversion factors depend on how the states are distributed in energy. This appendix derives them for a continuous distribution.

The semiconductor is n-type and in depletion. The model assumes the following.

- The density of interface states $D$, per area and energy, and their capture coefficient $c$ are constant over several $kT$ around the Fermi level.
- The states exchange electrons with the conduction band and with nothing else.
- The surface electrons are nondegenerate, and the Fermi level at the surface is many $kT$ from both band edges.
- The band bending is the same over the whole area.
- The signal $\delta\psi$ at the surface is small compared with $kT/q$, where $q>0$ is the elementary charge.

Let $n_s$ be the steady surface electron density. Define
$$\tau=\frac{1}{c\,n_s},\qquad x=\omega\tau,\qquad C_{it}=q^2D .$$
If $D$ is given per eV, then $C_{it}=qD$ numerically, with $q$ in coulombs. All capacitances and conductances are per area. The result is
$$\boxed{\frac{G_p}{\omega}=C_{it}\,\frac{\ln(1+x^2)}{2x}},\qquad x_{\max}=1.980,\qquad \left(\frac{G_p}{\omega}\right)_{\max}=0.402\,C_{it}.$$
Here $G_p$ is the parallel conductance of the interface states themselves. It must first be extracted from the terminal measurement (section 5).

## 2. Response of one level

A level with occupation $f$ captures electrons at a rate proportional to the surface density $n$ and emits them with coefficient $e$:
$$\frac{df}{dt}=c\,n\,(1-f)-e f .$$
The level moves rigidly with the band edges, so $e$ does not change with the signal. In the steady state $n=n_s$ and $f=f_0$, the two terms balance, and
$$e=c\,n_s\frac{1-f_0}{f_0}.$$

Now let $n=n_s+\delta n$ and $f=f_0+\delta f$. The steady terms cancel. Dropping the product $\delta n\,\delta f$ leaves
$$\frac{d\,\delta f}{dt}=c\,\delta n(1-f_0)-(c\,n_s+e)\,\delta f .$$
The relaxation rate simplifies because
$$c\,n_s+e=c\,n_s\left(1+\frac{1-f_0}{f_0}\right)=\frac{c\,n_s}{f_0}=\frac{1}{\tau f_0}.$$
The level therefore relaxes in the time $f_0\tau$. A nearly empty level is fast because it emits quickly. The time $\tau$ is the capture time of an empty state, and a level at the Fermi energy, with $f_0=1/2$, relaxes in $\tau/2$.

Take $\delta\psi$ positive when it attracts electrons. With the bulk Fermi level fixed, $n=n_s e^{q\delta\psi/kT}$, so to first order $\delta n=n_s\,q\delta\psi/kT$. For a time dependence $e^{i\omega t}$,
$$\left(i\omega+\frac1{\tau f_0}\right)\delta f=\frac{1-f_0}{\tau}\frac{q\,\delta\psi}{kT}.$$
Multiplication by $\tau f_0$ gives
$$\delta f=\frac{f_0(1-f_0)}{1+i\omega\tau f_0}\,\frac{q\,\delta\psi}{kT}.$$

## 3. Sum over the continuum

A rise of $\delta\psi$ puts more electrons, hence negative charge, into the states. The equal positive charge arrives from the gate side, so the charging current is $+q$ times the rate of filling. The admittance is
$$Y=\frac{q}{\delta\psi}\int D\,i\omega\,\delta f\,dE
=i\omega q^2D\int\frac{f_0(1-f_0)}{kT}\,\frac{dE}{1+ixf_0}.$$
The Fermi function obeys $df_0/dE=-f_0(1-f_0)/kT$. A degeneracy factor of the level shifts its energy and leaves this relation intact. As $E$ rises through the gap, $f_0$ falls from 1 to 0. The minus sign reverses the limits:
$$Y=i\omega C_{it}\int_0^1\frac{df}{1+ixf}
=i\omega C_{it}\,\frac{\ln(1+ix)}{ix}
=\frac{C_{it}}{\tau}\ln(1+ix).$$
The integral over $f$ has uniform weight. The continuum thus acts as a set of relaxation times $f\tau$ spread uniformly between 0 and $\tau$.

On the principal branch, $\ln(1+ix)=\tfrac12\ln(1+x^2)+i\arctan x$. Writing $Y=G_p+i\omega C_p$ and dividing by $\omega=x/\tau$,
$$\frac{G_p}{\omega}=C_{it}\frac{\ln(1+x^2)}{2x},\qquad
C_p=C_{it}\frac{\arctan x}{x}.$$

**Low frequency.** For $x\ll1$, $G_p/\omega\to C_{it}x/2$ and $C_p\to C_{it}$: the states follow the signal. At $x=0.2$ the full formulas give $0.098\,C_{it}$ and $0.987\,C_{it}$.

**High frequency.** For $x\gg1$, $G_p/\omega\to C_{it}\ln x/x$ and $C_p\to\pi C_{it}/(2x)$. A single relaxation time would give a loss falling as $1/x$. The extra logarithm comes from the nearly empty, fast levels. The conduction-band edge cuts this supply off where $f_0\approx n_s/N_C$, with $N_C$ the effective density of band states, so the limit for $C_p$ holds only for $x\ll N_C/n_s$. At $x=N_C/n_s$ a sharp cutoff halves $C_p$ but lowers the loss only by the fraction $\ln2/(2\ln x)$.

## 4. Position and height of the peak

Let $g(x)=\ln(1+x^2)/(2x)$. Then
$$g'(x)=\frac{1}{1+x^2}-\frac{\ln(1+x^2)}{2x^2}=\frac{H(s)}{2s},\qquad
H(s)=\frac{2s}{1+s}-\ln(1+s),\quad s=x^2 .$$
The sign of $g'$ is that of $H$. Now $H(0)=0$ and
$$H'(s)=\frac{2}{(1+s)^2}-\frac1{1+s}=\frac{1-s}{(1+s)^2}.$$
So $H$ rises from zero up to $s=1$, then falls without bound. It has one positive root, where it changes from positive to negative. The loss has one maximum.

At the root put $u=1+s$, which gives $\ln u=2-2/u$. With $v=2/u$ this reads $\ln2-\ln v=2-v$, or $\ln v-v=\ln 2-2$. Exponentiating and changing sign,
$$(-v)e^{-v}=-2e^{-2}.$$
This is solved by the Lambert function, defined by $W e^{W}=z$. One real branch returns $v=2$, which is the trivial root $x=0$. The principal branch $W_0$ gives the peak:
$$1+x_{\max}^2=-\frac{2}{W_0(-2e^{-2})},\qquad x_{\max}=1.9803 .$$
Inserting $\ln(1+x^2)=2x^2/(1+x^2)$ into $g$ gives the height
$$g_{\max}=\frac{x_{\max}}{1+x_{\max}^2}=0.4024 .$$

As a test of the linearization and the energy integral together, the nonlinear rate equation was solved for its periodic solution. The levels were spaced by $0.2\,kT$ out to $25\,kT$ on either side of the Fermi level, and the signal was $10^{-3}kT/q$. The resulting peak lies at 1.9803 with height 0.40237, in agreement with the formulas.

**Why the height is below one half.** A single relaxation time $t$ with capacitance $C$ gives the loss $C\omega t/(1+\omega^2t^2)$, whose maximum is $C/2$ at $\omega t=1$. The continuum is a sum of such curves with total capacitance $C_{it}$. They peak at different frequencies, so their sum stays below $C_{it}/2$ everywhere. The level at the Fermi energy alone peaks at $x=2$, close to the maximum of the sum.

The area on a logarithmic frequency scale is unaffected by the spread, since for every $f>0$
$$\int_0^\infty\frac{xf}{1+x^2f^2}\frac{dx}{x}=\Big[\arctan(fx)\Big]_0^\infty=\frac{\pi}{2},
\qquad\text{hence}\qquad
\int_0^\infty\frac{G_p}{\omega}\,d\ln\omega=\frac{\pi}{2}C_{it}.$$
The two frequencies at half height have the ratio 28.7 for the continuum and 13.9 for a single time. This ratio is a useful check of shape, because it requires neither $D$ nor $\tau$.

## 5. From terminal data to $G_p/\omega$

The oxide capacitance $C_{ox}$ is in series with the states, which are in parallel with the depletion capacitance $C_D$. Let $Y_m=G_m+i\omega C_m$ be the measured admittance and $Y_{in}=G_p+i\omega(C_D+C_p)$. From $1/Y_m=1/(i\omega C_{ox})+1/Y_{in}$,
$$Y_{in}=\frac{i\omega C_{ox}Y_m}{i\omega C_{ox}-Y_m}
=\frac{i\omega C_{ox}(G_m+i\omega C_m)\,[-G_m-i\omega(C_{ox}-C_m)]}{G_m^2+\omega^2(C_{ox}-C_m)^2}.$$
The product of the last two factors in the numerator has imaginary part $-\omega G_m(C_{ox}-C_m)-\omega C_mG_m=-\omega C_{ox}G_m$. Multiplication by $i\omega C_{ox}$ turns this into the real part $\omega^2C_{ox}^2G_m$. Therefore
$$\frac{G_p}{\omega}=\frac{\omega C_{ox}^2G_m}{G_m^2+\omega^2(C_{ox}-C_m)^2}.$$
$C_D$ is not needed, since it adds nothing to the real part of $Y_{in}$.

Solving the same circuit in the forward direction gives
$$\frac{G_m}{\omega}=\frac{C_{ox}^2\,(G_p/\omega)}{(C_{ox}+C_D+C_p)^2+(G_p/\omega)^2}.$$
At $x_{\max}$ the quantity $G_p/\omega$ is stationary but $C_p$ is still falling, so $G_m/\omega$ is still rising. The raw curve peaks at a higher frequency, and the factors 1.98 and 0.402 do not apply to it.

With the extracted curve, and under the assumptions of section 1, the conversion is
$$\tau=\frac{1.980}{\omega_{\max}},\qquad C_{it}=2.485\left(\frac{G_p}{\omega}\right)_{\max}.$$
Single-time factors, 1 and 2, would make $\tau$ too small by a factor 1.98 and $D$ too small by 20%.

## 6. Worked example

The parameters are round values: doping $N=10^{16}$ cm$^{-3}$, band bending $\psi_s=0.25$ V, oxide thickness 10 nm, $D=10^{11}$ cm$^{-2}$eV$^{-1}$, capture cross-section $10^{-15}$ cm$^2$, thermal speed $2\times10^7$ cm/s and $T=300$ K, where $kT/q=25.85$ mV. The relative permittivities are 11.7 and 3.9.

The surface density is $n_s=10^{16}e^{-0.25/0.02585}=6.31\times10^{11}$ cm$^{-3}$. The capture coefficient is cross-section times speed, $c=2\times10^{-8}$ cm$^3$/s, so
$$\tau=\frac{1}{2\times10^{-8}\times6.31\times10^{11}}\ \text{s}=79\ \mu\text{s},\qquad
\frac{\omega_{\max}}{2\pi}=\frac{1.980}{2\pi\times79.2\ \mu\text{s}}=3.98\ \text{kHz}.$$
The state capacitance is $C_{it}=1.602\times10^{-19}\times10^{11}$ F/cm$^2=16.0$ nF/cm$^2$, and the peak is $0.4024\times16.02=6.45$ nF/cm$^2$.

The oxide contributes $C_{ox}=345$ nF/cm$^2$. For $C_D$, the space charge at local bending $\psi$ is $\rho=qN(1-e^{-q\psi/kT})$. Integrating Poisson's equation once gives the surface field
$$F_s^2=\frac{2qN}{\varepsilon_s}\left[\psi_s-\frac{kT}{q}\left(1-e^{-q\psi_s/kT}\right)\right].$$
The charge is $\varepsilon_sF_s$, and its derivative is $C_D=\rho(\psi_s)/F_s=60.8$ nF/cm$^2$.

The raw $G_m/\omega$ then peaks at $x=2.07$ with height $0.279\,C_{it}$. With ten times as many states and all else fixed, it peaks at $x=3.00$ with height $0.201$ of the new $C_{it}$. The extraction thus matters more as $C_{it}$ grows.

## 7. Where the result fails, and by how much

**Nonuniform band bending.** Charges at random positions in the interface make $\psi_s$ vary laterally. For fixed charge of number density $N_f$, a component of in-plane wavenumber $k$ is screened by the oxide of thickness $d$, the depletion layer of width $w=\varepsilon_s/C_D$ and the states. Both layers obey Laplace's equation with grounded far sides, which gives the spread
$$\sigma^2=\frac{q^2N_f}{2\pi}\int\frac{k\,dk}{[\varepsilon_{ox}k\coth kd+\varepsilon_sk\coth kw+C_{it}]^2}.$$
The integral grows logarithmically with its upper limit. For $N_f=10^{11}$ cm$^{-2}$ and a cutoff at $k=1/(3\text{ nm})$, $\sigma$ is about 21 mV, or $0.8\,kT/q$. The cutoff is an assumption: 1 nm gives 26 mV and 10 nm gives 15 mV. The spread scales as $\sqrt{N_f}$.

If each patch responds independently, its loss curve is the ideal one with $\tau$ multiplied by $e^{q\delta\psi_s/kT}$, where $\delta\psi_s$ is the local excess of the band bending over its mean: stronger depletion leaves fewer electrons and lengthens $\tau$. A Gaussian average then puts the peak at $x=2.17$ with height $0.34\,C_{it}$. For an assumed spread of $2kT/q$ the values are 2.43 and $0.24\,C_{it}$, and the factor 2.485 returns only 59% of the true $D$. This average assumes that all patches see the same signal $\delta\psi$. If instead each patch has its own oxide in series and its own $C_D$, as for patches wide compared with the oxide and the depletion layer, the extracted heights stay at $0.34$ and $0.24\,C_{it}$ but the peaks lie at $x=2.12$ and 2.17. Sparse charges of one sign also give a skewed distribution instead of a Gaussian one, which can move the peak to either side of $x=1.98$. For randomly placed charges at $10^{11}$ cm$^{-2}$, and depending on how the short wavelengths are cut off, positive charge (the usual sign in thermal oxide) puts the peak at 1.75 to 1.91 and negative charge at 2.25 to 2.52, with heights of $0.35$ to $0.37\,C_{it}$. These values are therefore estimates, less reliable for the position than for the height.

Each patch curve is merely shifted along $\ln\omega$, so within this patch model the area $\pi C_{it}/2$ survives. It gives $D$ without knowledge of $\sigma$, provided the data cover both tails and have been corrected for series resistance, which adds to the extracted $G_p/\omega$ a term that grows with frequency.

**Signal amplitude.** A 25 mV amplitude at the surface moves the peak to $x=2.21$ and lowers it to $0.372\,C_{it}$, 7% below the small-signal height.

**Energy dependence.** Let $C_{it}$ and $\tau$ refer to the Fermi level. If $D$ rises by a factor $e$ per 0.2 eV towards the conduction band, the peak is at $x=2.28$ with height $0.393\,C_{it}$. If $c$ does so instead, the values are 1.83 and $0.371\,C_{it}$. For the opposite slopes the peak rises: $D$ falling towards the band gives 1.75 and $0.432\,C_{it}$, $c$ falling gives 2.18 and $0.432\,C_{it}$, and the factor 2.485 then overestimates $D$ by 7%.

**Holes.** By the same balance as in section 2, hole exchange relaxes a level at the rate $c_pp_s/(1-f_0)$, where $p_s$ is the surface hole density and $c_p$ the hole capture coefficient. For $c_p=c$ this exceeds the electron rate $cn_s/f_0$ when $f_0>n_s/(n_s+p_s)$. Since the weight in $f$ is uniform, such levels hold a share $p_s/(n_s+p_s)$ of the low-frequency capacitance. With a gap of 1.12 eV and band densities of $3\times10^{19}$ and $2\times10^{19}$ cm$^{-3}$ at 300 K, the share is $2\times10^{-4}$ at 300 K. At 400 K it is 0.18, with bending, doping, gap and cross-section held fixed. Allowing for the shrinkage of the silicon gap raises it to about 0.33 to 0.37. The electron-only formula would put the 400 K peak at about 52 kHz. How far holes move it depends on their supply. Without an external source the few surface holes only pass charge between levels, and for the share 0.18 the peak moves to $x=2.00$ with height $0.416\,C_{it}$. If a nearby p-type region held the holes at the bulk Fermi level, it would move to $x=3.2$ with height $0.426\,C_{it}$.

**Smaller effects.** In the example $n_s/N_C=2\times10^{-8}$, so degeneracy and the band-edge cutoff are negligible near the peak. A series resistance of 0.1 Ω cm$^2$ changes $G_m$ at the peak by 0.2%, but it raises the extracted $G_p/\omega$ by 64% at 200 kHz and more than twelvefold at 1 MHz. The depletion charge produces an oxide field of 0.08 MV/cm, far below a rough breakdown field of 10 MV/cm. Direct tunnelling through a 3 eV barrier with half the free-electron mass carries a factor of about $e^{-125}$.

**Comparison with real capacitors.** The example lies in the regime of thermally oxidised silicon. As rough figures, state densities of $10^{10}$ to $10^{11}$ cm$^{-2}$eV$^{-1}$ near midgap are typical after a hydrogen anneal, and higher ones without it; the chosen $D$ is at the upper end of the annealed range. The cross-section is a rough value and may differ by an order of magnitude, which would scale $\omega_{\max}$ in proportion and leave the height unchanged. Of the effects sized here at 300 K, lateral nonuniformity moves the height most for the assumed $N_f=10^{11}$ cm$^{-2}$ and 3 nm cutoff. With a 10 nm cutoff it is comparable to a 25 mV signal, and for $N_f=10^{10}$ cm$^{-2}$ it lowers the height only to $0.394\,C_{it}$. Once series resistance has been removed, since it also widens the curve, a half-height frequency ratio well above 28.7 is a warning that the factor 2.485 may underestimate $D$. The model also omits states inside the oxide that are reached by tunnelling, which would add slower relaxation times.

The numerical output below lists the main values used here.

## Calculated quantities

```
peak position omega*tau, closed form: 1.98029
peak position from rate equation: 1.9803
peak height / Cit, closed form: 0.40237
peak height / Cit from rate equation: 0.40237
Cit / peak height: 2.4853
level at Fermi energy: peak omega*tau 2.000, height/own capacitance 0.5000
area over ln(omega) / Cit: 1.57080
half-height frequency ratio: continuum 28.66, single time 13.93
omega*tau 0.2: loss/Cit 0.0981, capacitance/Cit 0.9870
omega*tau 1.0: loss/Cit 0.3466, capacitance/Cit 0.7854
omega*tau 12.0: loss/Cit 0.2074, capacitance/Cit 0.1240
temperature: 300 K, kT/q: 25.85 mV
doping: 1.0e+16 cm^-3, band bending: 0.25 V
oxide thickness: 10 nm
relative permittivity: semiconductor 11.7, oxide 3.9
state density: 1.0e+11 cm^-2 eV^-1
cross-section: 1.0e-15 cm^2, thermal speed: 2.0e+07 cm/s
surface electron density: 6.312e+11 cm^-3
capture time tau: 79.21 us
peak frequency: 3.979 kHz
Cit: 16.022 nF/cm^2
peak of Gp/omega: 6.447 nF/cm^2
oxide capacitance: 345.3 nF/cm^2
depletion capacitance: 60.84 nF/cm^2
raw Gm/omega peak: omega*tau 2.074, height/Cit 0.2786
raw peak, ten times the states: omega*tau 2.999, height/Cit 0.2013
fixed charge: 1.0e+11 cm^-2, cutoff: 3 nm
estimated potential spread: 21.5 mV = 0.83 kT/q
peak with this spread: omega*tau 2.174, height 0.3437
peak with spread 2 kT/q: omega*tau 2.426, height 0.2370
D inferred / true D, spread 2 kT/q: 0.589
surface signal 25 mV: omega*tau 2.214, height 0.3723
D rising by e per 0.2 eV: omega*tau 2.283, height 0.3927
c rising by e per 0.2 eV: omega*tau 1.832, height 0.3707
band densities: 3.0e+19, 2.0e+19 cm^-3; gap 1.12 eV
hole-dominated share: 300 K 2.30e-04, 400 K 0.180
electron-only peak frequency at 400 K: 51.5 kHz
surface density / band density: 2.10e-08
series resistance 0.1 ohm cm^2: relative change of Gm 1.88e-03
oxide field from depletion charge: 0.079 MV/cm
tunnel barrier: 3.0 eV, mass: 0.5 m_e
tunnelling exponent through oxide: 125
```
